\section*{Why a mirror-symmetric ferroelectric tunnel junction has no zero-bias electroresistance}

\section*{Question}

A ferroelectric tunnel junction stores a bit in the direction of its polarization and reads it through the tunnel resistance. Why do the two directions give the same zero-bias resistance when the device is mirror-symmetric, and what changes when its electrodes screen over different lengths?

\section*{Mechanism: reflect the whole measurement}

Let the ferroelectric occupy $0<x<d$ between two metals, with polarization $P>0$ pointing right. Mirror-symmetric means that the device with its polarization removed is unchanged by $x\to d-x$. This covers electrodes, interface terminations, band offsets and fixed charges. The two written states are completely switched and have equal $|P|$. There is no magnetic field or magnetic order.

Let $V$ be the potential of the right electrode relative to the left, and count the current $I$ as positive when electrons flow from left to right. Reflection then does three things: it turns $P$ into $-P$, it turns $V$ into $-V$ because the electrodes change places, and it turns $I$ into $-I$. The reflected experiment is a measurement on the same device in its other state, so $I(-V;-P)=-I(V;P)$. Renaming $V\to-V$ gives
\begin{equation}
I(V;-P)=-I(-V;P).
\label{mirror}
\end{equation}
Differentiate with respect to $V$. The inner derivative of $-V$ cancels the outer minus sign:
\begin{equation}
\frac{dI(V;-P)}{dV}=I'(-V;P)
\quad\Longrightarrow\quad
G(-P)=G(P)\ \text{ at }V=0 .
\label{theorem}
\end{equation}
Here $G=dI/dV$ at zero bias. The argument needs a current that is differentiable at $V=0$ and a state that the reading does not change. It does not need coherent tunnelling or linear screening.

Reflection does not equate the two currents at the same finite bias. Write $I(V;P)=GV+BV^2+CV^3+\dots$. Equation \eqref{mirror} gives $I(V;-P)=GV-BV^2+CV^3-\dots$, and therefore
\begin{equation}
\ln\frac{I(V;P)}{I(V;-P)}=\frac{2BV}{G}+O(V^3).
\label{bias}
\end{equation}
A symmetric junction may thus show electroresistance at finite bias, with a logarithm that is odd in $V$.

\section*{How screening enters}

Describe each metal by linear Thomas--Fermi screening, with length $\lambda_i$ and relative permittivity $\epsilon_i$; the index 1 is left and 2 is right. The ferroelectric has background permittivity $\epsilon_f$. Let the left metal carry screening charge $\sigma$ per area and the right metal $-\sigma$, and set $S=\sigma/\epsilon_0$. Gauss's law gives the electric fields
\begin{align}
F(x)&=\frac{S}{\epsilon_1}e^{x/\lambda_1} && (x<0),\\
F&=\frac{S-P/\epsilon_0}{\epsilon_f} && (0<x<d),\\
F(x)&=\frac{S}{\epsilon_2}e^{-(x-d)/\lambda_2} && (x>d).
\end{align}
The middle line is $\epsilon_0\epsilon_fF+P=\sigma$. The potential difference is minus the integral of $F$ over all three regions:
\begin{equation}
V=-\frac{S\lambda_1}{\epsilon_1}-\frac{(S-P/\epsilon_0)d}{\epsilon_f}-\frac{S\lambda_2}{\epsilon_2}.
\end{equation}
Collecting the terms in $S$ yields
\begin{equation}
S=\frac{Pd/(\epsilon_0\epsilon_f)-V}{d/\epsilon_f+\ell_1+\ell_2},
\qquad \ell_i=\frac{\lambda_i}{\epsilon_i}.
\label{S}
\end{equation}
With zero potential deep in the left metal, the interface potentials are
\begin{equation}
\phi(0)=-S\ell_1,\qquad \phi(d)=V+S\ell_2 .
\label{interfaces}
\end{equation}

At $V=0$, reversing $P$ reverses $S$ and hence $\phi(x)$ everywhere. If the electrodes are equal, $\phi$ is also odd about the middle of the barrier, so $\phi(x;-P)=-\phi(x;P)=\phi(d-x;P)$. The unpolarized band profile is even about the same point. The electron potential energy $U$ therefore obeys
\begin{equation}
U(x;-P)=U(d-x;P).
\end{equation}
With unequal electrodes the first equality for $\phi$ survives and the second fails. Polarization reversal is then no longer reflection.

\section*{The same result, channel by channel}

For coherent tunnelling at zero temperature,
\begin{equation}
\frac{G}{A}=\frac{2e^2}{h}\int\frac{d^2k}{(2\pi)^2}\,T(E_F,\mathbf k),
\label{landauer}
\end{equation}
where $A$ is the area, $\mathbf k$ the conserved transverse wavevector, $T$ the transmission probability, and 2 counts spin. Reflection turns transmission from the left into transmission from the right, so one more fact is needed: the two are equal.

Take the solutions $\psi_L$ and $\psi_R$ with unit incoming waves from left and right, at the same energy and $\mathbf k$. Let $k_1,k_2$ be the normal wavevectors in the two metals, which have equal masses, and let $t,t'$ be the transmitted amplitudes. With $m(x)$ the local mass, the Schr\"odinger equation makes $(\psi_L\psi_R'-\psi_L'\psi_R)/m(x)$ independent of $x$. In the left metal $\psi_L=e^{ik_1x}+re^{-ik_1x}$ and $\psi_R=t'e^{-ik_1x}$; the terms in $r$ cancel and the bracket is $-2ik_1t'$. In the right metal it is likewise $-2ik_2t$. Hence $k_1t'=k_2t$, and
\begin{equation}
T_{R\to L}=\frac{k_1}{k_2}|t'|^2=\frac{k_2}{k_1}|t|^2=T_{L\to R}.
\end{equation}
Each channel of the symmetric junction therefore transmits equally in both polarization states.

\section*{The size of the effect for unequal screening}

Let $\Phi$ be the unpolarized barrier height above the Fermi energy. At $V=0$ the mean height is $\Phi-\delta$, where, from \eqref{interfaces},
\begin{equation}
\delta=\frac e2[\phi(0)+\phi(d)]=\frac{eS}{2}(\ell_2-\ell_1).
\end{equation}
Keep the dominant exponential, at normal incidence: $\ln T\simeq-2\int_0^d\kappa\,dx$, with $\kappa=\sqrt{2m(U-E_F)}/\hbar$ and $m$ now the barrier mass. Write $U-E_F=\Phi+v(x)$, where $\int_0^d v\,dx=-\delta d$, and expand the root to first order in $v/\Phi$:
\begin{equation}
\ln T(P)\simeq-2\kappa_0d+\frac{\kappa_0d\,\delta}{\Phi},
\qquad \kappa_0=\frac{\sqrt{2m\Phi}}{\hbar}.
\end{equation}
Reversing $P$ changes the sign of $\delta$. Subtracting the two logarithms gives
\begin{equation}
\ln\frac{G(P)}{G(-P)}\simeq\frac{2\kappa_0d\,\delta}{\Phi}
=\frac{\kappa_0d\,eS(\ell_2-\ell_1)}{\Phi}.
\label{estimate}
\end{equation}
At this order, polarization pointing towards the electrode with the larger $\lambda/\epsilon$ gives the higher conductance. Its positive bound charge lowers the electron energy there by more than the negative charge raises it at the other side. This rule assumes a one-band barrier, in which $\kappa$ grows with the distance below the conduction band. In a real gap $E_g$, $\kappa$ peaks near midgap. With $\kappa^2\propto\Phi(1-\Phi/E_g)$, $E_g=3.2$ eV and $\Phi=1$ eV, the leading logarithm is a little under half as large. It vanishes for a Fermi level at midgap and changes sign when the Fermi level lies nearer the valence band.

Two limits follow from \eqref{S}. If both $\ell_i$ are much smaller than $d/\epsilon_f$, then $S\to P/\epsilon_0$ and the estimate vanishes in proportion to $\ell_2-\ell_1$. If their sum is much larger than $d/\epsilon_f$, then
\begin{equation}
S(\ell_2-\ell_1)\to\frac{Pd}{\epsilon_0\epsilon_f}\,
\frac{\ell_2-\ell_1}{\ell_2+\ell_1},
\end{equation}
so the relative difference of the $\ell_i$ sets the contrast. In this limit the polarization is almost unscreened and the depolarizing field approaches $P/(\epsilon_0\epsilon_f)$, so holding $P$ fixed is least safe there.

\section*{Numbers for equal and unequal lengths}

Take $d=2$ nm, $P=10\ \mu\mathrm{C/cm^2}$, $\epsilon_f=60$, $\Phi=1$ eV, $E_F=3$ eV above the band bottom, $\epsilon_1=\epsilon_2=8$ and $\lambda_1=0.1$ nm. The free-electron mass is used throughout. Only $\lambda_2$ changes in the following comparison; $RA=A/G$ is the resistance-area product.

\begin{center}
\begin{tabular}{cccc}
$\lambda_2$ & $RA(+P)$ & $RA(-P)$ & $G(+P)/G(-P)$\\
(nm) & (M$\Omega\,\mu$m$^2$) & (M$\Omega\,\mu$m$^2$) & \\
0.05 & 18.5 & 12.2 & 0.657\\
0.10 & 15.0 & 15.0 & 1.000\\
0.20 & 11.0 & 20.3 & 1.84\\
0.30 & 8.85 & 25.0 & 2.83
\end{tabular}
\end{center}

For equal lengths the interface potentials are $\mp0.0807$ V, and the logarithm of the conductance ratio is zero to rounding, $7\times10^{-16}$. The ratio crosses one there, and the favoured direction changes as \eqref{estimate} predicts.

For $\lambda_2=0.3$ nm the potentials are $-0.0565$ and $0.1694$ V. Their sum is $0.1129$ V, so $2\delta=0.1129$ eV. With $\kappa_0=5.123\ \mathrm{nm^{-1}}$,
\begin{equation}
\ln\frac{G(P)}{G(-P)}\simeq5.123\times2\times0.1129=1.157 .
\end{equation}
The full integral \eqref{landauer} gives 1.039, so the estimate is 11\% too large relative to the full logarithm. It omits the prefactor of $T$, which includes the screening tails in the metals, and the spread over $\mathbf k$. It also omits higher orders in $v/\Phi$, which add only 0.002 to the logarithm here but grow in proportion to $d$. Raising $d$ to 6 nm and $\epsilon_f$ to 180 leaves the interface potentials unchanged, and the error falls to 3.6\%. The prefactor and spread contributions to the logarithm change little with thickness, while the logarithm itself grows nearly in proportion to $d$, so the relative error falls roughly as $1/(\kappa_0d)$.

To isolate the cause, reverse $P$ in the 0.1/0.3 nm junction and also exchange its electrodes. The conductance returns to its original value to ten decimal places. Reversing $P$ alone changes it by the factor 2.83.

At 0.2 V the equal-length junction carries 15.47 nA$/\mu$m$^2$ for $+P$ and 15.37 nA$/\mu$m$^2$ for $-P$, a ratio of 1.006. The latter current equals minus the $+P$ current at $-0.2$ V, as \eqref{mirror} requires. Between 0.01 and 0.02 V the logarithm of the ratio grows by a factor 2.001, in agreement with \eqref{bias}.

\section*{What equal lengths do not guarantee}

Equal screening lengths do not by themselves make a mirror-symmetric device. Adding a 0.1 eV difference between the band offsets at the two interfaces, as a linear tilt of the band edge with equal lengths, an unchanged mean barrier and the electrostatic potential held fixed, gives a zero-bias ratio of 0.994.

Nor does zero electroresistance prove mirror symmetry. Keep the lengths at 0.1 and 0.3 nm but set $\epsilon_2=24$. Then $\ell_1=\ell_2$, and \eqref{estimate} vanishes. Inside the barrier, reversing $P$ now reflects the potential, as it does for equal electrodes, but the screening tails in the metals have different widths, and the full ratio is 0.991. At $\epsilon_2\simeq23.72$ the contributions cancel and the ratio is one, although reversal and reflection still give potentials that differ by up to 0.03 eV at the sampled points.

\section*{Beside a real junction}

The parameters are round values in the rough regime of an ultrathin perovskite titanate between oxide electrodes; the polarization is below the bulk value of barium titanate, roughly $25\ \mu\mathrm{C/cm^2}$. The lengths are effective parameters: a free-electron metal with this $E_F$ and permittivity would have 0.19 nm. Real interfaces can differ in atomic termination even when both electrodes are the same material, which breaks the mirror assumption. The 0.1 eV offset above changes the ratio by 0.6\%, but that calculation leaves out the built-in field and screening charge that such a difference would create; including them in the same linear model gives about 0.4\%. A difference in effective screening can matter far more, as the table shows. Linear screening is not the only way to break the mirror. Depletion of a low-density electrode changes the barrier width, and interface bonding can depend on the polarization; both lie outside this model and can give much larger contrasts than the table. If the reversed polarization is 10\% smaller in the equal-length junction, the ratio moves by 0.04\%.

The absolute resistance is much less secure than the symmetry. For the 0.1/0.3 nm junction, barrier masses of 0.5 and 2 free-electron masses give $RA(+P)$ of 0.029 and $3.7\times10^4$ M$\Omega\,\mu$m$^2$, with conductance ratios of 2.1 and 4.4. Lowering the barrier uniformly by the mid-barrier image energy, 0.10 eV for an assumed optical permittivity of 5, multiplies $G(+P)$ by 2.7 and gives a ratio of 2.96. The image lowering is smallest at mid-barrier, so this understates the change in $G$: the full image profile, with image planes 0.2 to 0.05 nm inside the metals, gives factors of about 4 to 8, while the ratio stays near 3.0. Electron occupation at 300 K raises $G(+P)$ by 11\% and gives 2.85. The depolarizing field is 1.1 MV/cm, and the barrier field reaches 1.5 MV/cm at a 0.2 V reading. Fields of this size may destabilize a stored state, whereas the model holds $P$ fixed. Defects, domains and inelastic tunnelling are also left out of these numbers. They leave \eqref{theorem} intact if the two complete device states remain mirror images; otherwise the symmetry no longer enforces equal conductances. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Thickness 2.0 nm; polarization 10.0 uC/cm2
Barrier 1.00 eV; Fermi energy 3.00 eV
Permittivities: barrier 60, electrodes 8
Left screening length 0.10 nm
Decay constant at barrier height 5.1232 nm^-1
lambda2 0.05 nm: phi(0), phi(d) = -0.0904, 0.0452 V
  RA(+P), RA(-P) = 18.4914, 12.1525 Mohm um2
  G(+P)/G(-P) = 0.657198
lambda2 0.10 nm: phi(0), phi(d) = -0.0807, 0.0807 V
  RA(+P), RA(-P) = 14.9965, 14.9965 Mohm um2
  G(+P)/G(-P) = 1.000000
lambda2 0.20 nm: phi(0), phi(d) = -0.0664, 0.1329 V
  RA(+P), RA(-P) = 11.0130, 20.3033 Mohm um2
  G(+P)/G(-P) = 1.843582
lambda2 0.30 nm: phi(0), phi(d) = -0.0565, 0.1694 V
  RA(+P), RA(-P) = 8.8517, 25.0274 Mohm um2
  G(+P)/G(-P) = 2.827409
Reflection mismatch, equal lengths 8.9e-16 eV
Reflection mismatch, 0.1/0.3 nm 0.1129 eV
Equal-length |ln G ratio| 6.7e-16
0.1/0.3 nm: swapped+reversed G / original G 1.0000000000
T at normal incidence: slabs 6.56498e-09, ODE 6.56527e-09
ln G ratio 0.1/0.3 nm: full 1.0394, estimate 1.1572
Estimate error: 2 nm 11.34%, 6 nm 3.64%
Equal lengths, 0.1 V: J(+P), J(-P) = 6928.32363, 6908.53073 pA/um2
  J(+P)/J(-P) = 1.002865; -J(-V,+P) = 6908.53073 pA/um2
Equal lengths, 0.2 V: J(+P), J(-P) = 15466.43694, 15374.64544 pA/um2
  J(+P)/J(-P) = 1.005970; -J(-V,+P) = 15374.64544 pA/um2
Small-bias log-ratio scaling, 0.02 V / 0.01 V 2.00085
0.1/0.3 nm, eps2=24: G ratio 0.991204
0.1/0.3 nm: zero electroresistance at eps2 23.7192
  its reflection mismatch 0.0315 eV
Equal lengths, 0.1 eV offset skew: G ratio 0.993683
Equal lengths, reverse |P| 10% smaller: G ratio 1.000357
300 K, 0.1/0.3 nm: G(+P) / G(+P,0 K) 1.1111; G ratio 2.8548
  largest over-barrier share 1.50e-11
Barrier mass 0.5 m_e: RA(+P) 2.8704e-02 Mohm um2; G ratio 2.1175
Barrier mass 2.0 m_e: RA(+P) 3.6673e+04 Mohm um2; G ratio 4.3961
Mid-barrier image lowering (optical eps 5) 0.0998 eV
  uniformly lowered barrier: G(+P) times 2.6550; G ratio 2.9583
0.1/0.1 nm: depolarizing field 0.8067 MV/cm; largest at 0.2 V 1.3781 MV/cm
0.1/0.3 nm: depolarizing field 1.1294 MV/cm; largest at 0.2 V 1.5294 MV/cm
Nonlinear-screening parameter e|phi|/E_F 0.0565
Free-electron Thomas-Fermi length at eps=8: 0.1936 nm
\end{verbatim}
